# Electronic Thermal Conductivity Is an Open-Circuit Coefficient, Not a Zero-Force One

When electrons carry heat through a conductor without any net flow of particles, the heat current cannot depend on the energy from which each electron's contribution is counted. Moving that reference by a constant changes the heat current by the constant times the particle current, which is zero. The driving has the same freedom. A temperature gradient pushes electrons of energy $E$ with a strength linear in $E$, and the constant part of this push acts like an electric force, which is in any case adjusted until the current stops.

When collisions do not link the current-carrying parts of the distribution at different energies, as for elastic scattering, this fixes the form of the answer. One power of energy comes from the driving and one from the energy transported, and a single distribution over energy is available to average with, so the conductivity is quadratic in energies measured from some reference $a$:

$$A\langle (E-a)^2\rangle+B(\langle E\rangle-a)^2,$$

where the average runs over the electrons that carry current. The derivative with respect to $a$ is $-2(A+B)(\langle E\rangle-a)$. It vanishes for every $a$ if $B=-A$, and what remains is $A$ times the variance of the energy. By dimensions, the ratio of thermal conductivity to electrical conductivity times temperature is then a dimensionless factor times $\mathrm{Var}(E)/(eT)^2$. The derivation below shows that the factor is 1 for elastic scattering; the last section gives a model with energy-changing collisions in which it is smaller.

## The belief and its appeal

The belief is this: to find the electronic thermal conductivity, set the field to zero, apply a temperature gradient, and divide the heat current by minus the gradient. It looks like Fourier's law applied to electrons. It isolates one cause, the temperature gradient, and gives a single integral. In a metal with a small Seebeck coefficient it also gives very nearly the right number.

The coefficient so obtained is a legitimate transport coefficient, but it belongs to a conductor through which a current flows. A thermal conductivity is measured with no current through the sample. The two conditions differ whenever the Seebeck coefficient is nonzero, and in a semiconductor the difference can exceed the conductivity itself.

## Currents from the Boltzmann equation

Take an isotropic conductor without a magnetic field, with gradients along $x$, and keep terms linear in them. Electrons have charge $-e$ with $e>0$. The energy $E$ and the chemical potential $\mu$ are measured from the band edge, and the electric field is $F$. Heat carried by the lattice is left out.

Let scattering be elastic and rotationally invariant, so that it is described by a relaxation time $\tau(E)$. In the steady state,

$$v_x\frac{\partial f}{\partial x}-\frac{eF}{\hbar}\frac{\partial f}{\partial k_x}=-\frac{\delta f}{\tau},\qquad \delta f=f-f_0.$$

To first order, $f$ on the left may be replaced by the local Fermi function $f_0$. This depends on $(E-\mu)/(k_BT)$, so with $f_0'=\partial f_0/\partial E$,

$$\frac{\partial f_0}{\partial x}=(-f_0')\left[\nabla\mu+\frac{E-\mu}{T}\nabla T\right],\qquad
\frac{\partial f_0}{\partial k_x}=\hbar v_xf_0'.$$

The field term is therefore $-eFv_xf_0'=eFv_x(-f_0')$. Multiplying the equation by $-\tau$ gives

$$\delta f=\tau v_x(-f_0')\left[-e\mathcal E-\frac{E-\mu}{T}\nabla T\right],\qquad
\mathcal E=F+\frac{\nabla\mu}{e}.$$

The electric field and the gradient of $\mu$ enter together, as the electrochemical force $\mathcal E$. "Zero field" in the belief has to mean $\mathcal E=0$, which is not the same as $F=0$ when $\mu$ varies along the sample.

Define the transport distribution and its moments, with a factor 2 for spin:

$$\Sigma(E)=2\int\frac{d^3k}{(2\pi)^3}\,v_x^2\tau\,\delta(E-E_{\mathbf k}),\qquad
L_n=\int \Sigma(E)(E-\mu)^n(-f_0')\,dE.$$

The charge current is $-e$ times the sum of $v_x\delta f$. Since heat is energy less $\mu$ per particle, the heat current is the sum of $(E-\mu)v_x\delta f$. Hence

$$J=e^2L_0\mathcal E+\frac eT L_1\nabla T,\qquad
J_Q=-eL_1\mathcal E-\frac{L_2}{T}\nabla T.$$

Comparison with $J=\sigma\mathcal E-\sigma S\nabla T$ gives the conductivity and the Seebeck coefficient,

$$\sigma=e^2L_0,\qquad S=-\frac{L_1}{eTL_0}.$$

The coefficient that the belief takes for the thermal conductivity is read off at $\mathcal E=0$:

$$\kappa_0=\frac{L_2}{T}.$$

## Stopping the current

On open circuit $J=0$, so $\mathcal E=S\nabla T$. This is the thermoelectric force that builds up to oppose the flow. Substituting it into the heat current,

$$J_Q=-\left[eL_1S+\frac{L_2}{T}\right]\nabla T
=-\frac1T\left[L_2-\frac{L_1^2}{L_0}\right]\nabla T,$$

because $eL_1S=-L_1^2/(TL_0)$. The bracket with its factor $1/T$ is the thermal conductivity $\kappa_e$. The subtracted term is

$$S^2\sigma T=\frac{L_1^2}{e^2T^2L_0^2}\,e^2L_0T=\frac{L_1^2}{TL_0},$$

and therefore

$$\kappa_e=\kappa_0-S^2\sigma T.$$

The subtracted heat has a plain meaning. At uniform temperature the heat carried per unit charge current is the Peltier coefficient,

$$\Pi=\frac{J_Q}{J}=-\frac{L_1}{eL_0}=TS.$$

For a general current, put $\mathcal E=J/\sigma+S\nabla T$ into $J_Q$. The first part gives $-eL_1J/\sigma=\Pi J$, and the second gives the open-circuit result, so

$$J_Q=\Pi J-\kappa_e\nabla T.$$

At $\mathcal E=0$ the temperature gradient drives a current $J=-\sigma S\nabla T$. It carries heat $\Pi J=-S^2\sigma T\,\nabla T$. The coefficient $\kappa_0$ counts this convected Peltier heat as conduction.

The subtraction does not need a relaxation time. In linear response one may write $J_Q=\Pi\sigma\mathcal E-\kappa_0\nabla T$ with whatever coefficients an isotropic material without a magnetic field has. (In an anisotropic crystal or a magnetic field the coefficients are tensors, the subtraction is a tensor product, and the scalar form built from $xx$ components can fail.) Setting $\mathcal E=S\nabla T$ gives $\kappa_e=\kappa_0-\Pi\sigma S$, and Onsager symmetry, which states $\Pi=TS$, turns this into the same formula.

## The variance

The function

$$w(E)=\frac{\Sigma(E)(-f_0')}{L_0}$$

is non-negative and integrates to 1. It gives the share of the electrical conductivity contributed at each energy. Its averages are $\langle(E-\mu)^n\rangle=L_n/L_0$. Taking $L_0=\sigma/e^2$ out of the bracket,

$$\kappa_e=\frac{\sigma}{e^2T}\left[\langle(E-\mu)^2\rangle-\langle E-\mu\rangle^2\right]
=\frac{\sigma}{e^2T}\,\mathrm{Var}_w(E).$$

So $\kappa_e$ is proportional to the variance, and the Lorenz number is the variance in units of $(eT)^2$:

$$\frac{\kappa_e}{\sigma T}=\frac{\mathrm{Var}_w(E)}{(eT)^2}.$$

The coefficient $\kappa_0$ contains the second moment about $\mu$ instead. Writing $E-\mu=(E-\langle E\rangle)+(\langle E\rangle-\mu)$ and squaring, the cross term averages to zero, and

$$\langle(E-\mu)^2\rangle=\mathrm{Var}_w(E)+(\langle E\rangle-\mu)^2.$$

The last term is $(eTS)^2$, since $S=-(\langle E\rangle-\mu)/(eT)$. The Seebeck coefficient measures how far the mean energy of the carriers lies from $\mu$; the thermal conductivity measures how widely their energies spread about that mean. On open circuit, carriers above the mean move one way and carriers below it move the other way, and heat flows because the two groups differ in energy.

It follows that $\kappa_e\ge0$ and $\kappa_0\ge\kappa_e$, with equality in the second relation when $S=0$.

## A number

Consider a parabolic band with the free-electron mass $m$ at $T=600$ K, with $\eta=\mu/(k_BT)=1$ and

$$\tau=\tau_0\left(\frac{E}{k_BT}\right)^{-1/2},\qquad \tau_0=20\ \text{fs}.$$

These are round model parameters, not those of a material. They give a mean free path $\ell=v\tau$ of 2.7 nm, $k\ell$ of about 3 to 5 and $\hbar/\tau$ close to $k_BT$ at the mean carrier energy, which is near the edge of the Boltzmann regime; within the model, $\tau_0$ only scales $\sigma$, $\kappa_0$ and $\kappa_e$ together. The density of states with spin is $g(E)=(2m)^{3/2}\sqrt E/(2\pi^2\hbar^3)$, and the average of $v_x^2$ over directions is $2E/(3m)$. Their product with $\tau$ is linear in energy, because $\sqrt E\cdot E\cdot E^{-1/2}=E$:

$$\Sigma(E)=CE,\qquad C=\frac{(2m)^{3/2}}{2\pi^2\hbar^3}\,\frac{2\tau_0\sqrt{k_BT}}{3m}.$$

With $x=E/(k_BT)$, the required integrals follow by parts, the boundary terms being zero:

$$M_n=\int_0^\infty x^{n+1}\left(-\frac{df_0}{dx}\right)dx=(n+1)\int_0^\infty\frac{x^n\,dx}{e^{x-\eta}+1}.$$

For $\eta<0$ the Fermi function expands as $\sum_{j\ge1}(-1)^{j+1}e^{j(\eta-x)}$. Since $\int_0^\infty x^ne^{-jx}dx=n!/j^{n+1}$, the sums are polylogarithms, $\mathrm{Li}_s(z)=\sum_{j\ge1} z^j/j^s$, and their analytic continuation covers $\eta\ge0$:

$$M_0=\ln(1+e^\eta),\quad M_1=-2\,\mathrm{Li}_2(-e^\eta),\quad M_2=-6\,\mathrm{Li}_3(-e^\eta).$$

At $\eta=1$, $M_0=1.313$, and $\sigma=e^2Ck_BTM_0=3.952\times10^4$ S/m. With $y=x-\eta$, the moments are

$$\langle y\rangle=\frac{M_1}{M_0}-\eta=1.7508,\qquad
\langle y^2\rangle=\frac{M_2}{M_0}-2\eta\frac{M_1}{M_0}+\eta^2=5.3859.$$

With one more digit in each moment, the variance is $5.38591-1.75084^2=2.3205$. The Seebeck coefficient is $-(k_B/e)\langle y\rangle=-150.9\ \mu$V/K. With $(k_B/e)^2=7.426\times10^{-9}$ V²/K²,

$$\kappa_0=\sigma T\left(\frac{k_B}{e}\right)^2\times5.3859=0.948\ \text{W/(m K)},$$

$$S^2\sigma T=(1.509\times10^{-4})^2\times3.952\times10^4\times600=0.540\ \text{W/(m K)},$$

$$\kappa_e=0.948-0.540=0.409\ \text{W/(m K)},$$

where the last digit follows from the unrounded values. Taking $\kappa_0$ for the thermal conductivity gives 2.32 times the correct value, an excess of 132% relative to $\kappa_e$. That this ratio nearly equals the variance 2.32 is an accident of the chosen $\eta$.

The numerical check checks these values by solving the Boltzmann equation on a grid of wavevectors, with the electric field adjusted until the current stops.

## Which field is zero?

The same example separates $\mathcal E=0$ from $F=0$. Suppose the electron density $n=\int g f_0\,dE$ is uniform while the temperature varies. Then $\mu$ must vary too, and $dn=0$ requires

$$\int g(E)(-f_0')\left[d\mu+\frac{E-\mu}{T}dT\right]dE=0,\qquad
\frac{d\mu}{dT}=-\frac{\langle E-\mu\rangle_g}{T},$$

where this average has weight $g(-f_0')$. Here $d\mu/dT=-112\ \mu$eV/K.

For a gradient of 1000 K/m, open circuit then needs an electric field of $-0.039$ V/m. With uniform $\mu$ it would need $-0.151$ V/m. The difference is the contribution $\nabla\mu/e=-0.112$ V/m. The electrochemical force is the same in both cases, and so is $\kappa_e=0.409$ W/(m K).

If instead the electric field itself is zero at uniform density, then $\mathcal E=\nabla\mu/e$, and the heat current is

$$J_Q=-\left[\kappa_0+L_1\frac{d\mu}{dT}\right]\nabla T.$$

The bracket is 0.547 W/(m K), which is neither $\kappa_0$ nor $\kappa_e$. A current density of 1531 A/m² still flows. "The zero-field coefficient" is thus ambiguous as well as being the wrong quantity.

## Why metals hide the difference

Let $\Sigma\propto E^p$ and $\eta\gg1$. With $y=(E-\mu)/(k_BT)$, expand about the chemical potential: $\Sigma\simeq\Sigma(\mu)(1+py/\eta)$. The function $-df_0/dy$ is even in $y$, and its second moment is

$$\int_{-\infty}^{\infty}\frac{y^2e^y}{(e^y+1)^2}dy
=2\sum_{j\ge1}(-1)^{j+1}j\,\frac{2}{j^3}
=4\sum_{j\ge1}\frac{(-1)^{j+1}}{j^2}=\frac{\pi^2}{3}.$$

To leading order $\langle y^2\rangle=\pi^2/3$ and $\langle y\rangle=(\pi^2/3)p/\eta$. The Lorenz number therefore tends to the Wiedemann-Franz value $(\pi^2/3)(k_B/e)^2=2.443\times10^{-8}$ V²/K², and the fraction of $\kappa_0$ to be subtracted is

$$\frac{S^2\sigma T}{\kappa_0}=\frac{\langle y\rangle^2}{\langle y^2\rangle}\simeq\frac{\pi^2}{3}\,p^2\left(\frac{k_BT}{\mu}\right)^2.$$

The carriers lie almost symmetrically about $\mu$, so the second moment about $\mu$ and the variance nearly coincide. This needs $\Sigma$ to be smooth on the scale $k_BT$ near $\mu$. In general the fraction is $S^2/[S^2+\kappa_e/(\sigma T)]$, which at the Wiedemann-Franz value is 0.4% for $|S|=10\ \mu$V/K but 6% for $|S|=40\ \mu$V/K. For $p=1$ the exact moments give a subtracted fraction of 0.2% at $\eta=40$, but 3.3% at $\eta=10$ and 18% at $\eta=4$, where the leading-order formula would give 21%.

In the opposite limit, $\eta\ll-1$, the Fermi function becomes a Boltzmann factor and $w\propto x^pe^{-x}$. For this gamma distribution $\langle x\rangle=p+1$ and $\langle x^2\rangle=(p+2)(p+1)$, so the variance is $(p+2)(p+1)-(p+1)^2=p+1$. Hence

$$\frac{\kappa_e}{\sigma T}=(p+1)\left(\frac{k_B}{e}\right)^2,\qquad
\frac{\kappa_0}{\sigma T}=\left[p+1+(p+1-\eta)^2\right]\left(\frac{k_B}{e}\right)^2.$$

For a single band the first does not depend on the filling. The second grows without bound as $\mu$ sinks below the band, because every carrier is credited with the energy between $\mu$ and the band. For $p=1$ the exact moments of the model, in units of $(k_B/e)^2$, are:

| $\eta$ | $\kappa_e/(\sigma T)$ | $\kappa_0/(\sigma T)$ |
|---:|---:|---:|
| −4 | 2.005 | 38.11 |
| 0 | 2.172 | 7.804 |
| 4 | 2.821 | 3.447 |
| 10 | 3.182 | 3.291 |
| 40 | 3.283 | 3.290 |

At $\eta=-4$, 95% of $\kappa_0$ is Peltier heat. These values hold while one band conducts. When $\mu$ nears the middle of a narrow gap, holes conduct too, $S$ falls toward zero and the variance spans the gap: with a mirror-image valence band 0.4 eV below at 600 K, $\eta=-4$ gives 36.0 and 36.4 in place of 2.005 and 38.11.

A narrow transport window makes the contrast sharper. Let carriers conduct within a half-width $\delta$, in units of $k_BT$, about an energy $2.4\,k_BT$ above $\mu$. If $w$ is nearly flat across the window, its variance is

$$\frac1{2\delta}\int_{-\delta}^{\delta}s^2\,ds=\frac{\delta^2}{3}.$$

For $\delta=0.1$ this is 0.0033, and the Lorenz ratio computed with $\Sigma$ constant inside the window agrees. The zero-force ratio stays near $2.4^2=5.76$; its computed value is 5.75. Carriers that all have the same energy can carry heat along with a current, but they cannot carry heat without one.

## Where the variance form fails

The variance formula was derived for collisions that do not link the current-carrying parts of the distribution at different energies. Elastic scattering meets this condition. A solvable model shows that the formula can fail otherwise.

Keep the band and collision rate of the example, for which the mean free path $\ell=v\tau$ does not depend on energy. Let a collision redistribute the energy, but retain a fraction $m_d$ of the mean direction, with $0\le m_d<1$. Write $\delta f=(-f_0')\cos\theta\,\phi(E)$, where $\cos\theta=v_x/v$, and let $D(E)=-e\mathcal E-(E-\mu)\nabla T/T$ be the driving.

Detailed balance is satisfied if electrons arrive at each energy in proportion to the equilibrium rate at which they leave it, $g(-f_0')/\tau$. For constant $\ell$ this weight is proportional to $w$, because $\Sigma=gv^2\tau/3=g\ell^2/(3\tau)$. The Boltzmann equation becomes

$$\phi-m_d\langle\phi\rangle=\ell D.$$

Averaging gives $\langle\phi\rangle=\ell\langle D\rangle/(1-m_d)$, and therefore

$$\phi=\ell\left[D+\frac{m_d}{1-m_d}\langle D\rangle\right].$$

The particle current is $\int (gv/3)(-f_0')\phi\,dE$. Since $gv/3=\Sigma/\ell$, it equals $L_0\langle\phi\rangle/\ell=L_0\langle D\rangle/(1-m_d)$, with $L_0$ the value without memory. The retained direction raises the electrical conductivity by $1/(1-m_d)$.

On open circuit $\langle D\rangle=0$, so the memory term disappears and $D=-(E-\langle E\rangle)\nabla T/T$. The heat current is then $L_0\langle(E-\mu)D\rangle=-(L_0/T)\mathrm{Var}_w(E)\nabla T$, as before. The thermal conductivity is unchanged while $\sigma$ has grown, so with the actual $\sigma$,

$$\frac{\kappa_e}{\sigma T}=(1-m_d)\frac{\mathrm{Var}_w(E)}{(eT)^2}.$$

Under an electric force alone, $D$ and $\phi$ are independent of energy, so the share of the conductivity at each energy is still $w$. Its variance no longer gives the Lorenz number. For $m_d=0.5$ the variance is 2.320 in units of $(k_BT)^2$, but the Lorenz ratio is 1.160 in units of $(k_B/e)^2$.

The subtraction still holds. With $u=E-\mu$, the solution for $\phi$ gives the new moments

$$\tilde L_0=\frac{L_0}{1-m_d},\quad
\tilde L_1=\frac{L_0\langle u\rangle}{1-m_d},\quad
\tilde L_2=L_0\left[\langle u^2\rangle+\frac{m_d\langle u\rangle^2}{1-m_d}\right],$$

and $\tilde L_2-\tilde L_1^2/\tilde L_0=L_0(\langle u^2\rangle-\langle u\rangle^2)$, which is the open-circuit result. The relation $\kappa_e=\kappa_0-S^2\sigma T$ expresses the condition of zero current together with Onsager symmetry, in scalar form for an isotropic conductor without a magnetic field; the variance formula adds an assumption about collisions.

## Calculated quantities

```
temperature = 600 K; eta = 1.0; mass = 1.0 m_e
tau at E = kB T: 20 fs; kB T = 51.704 meV
electron density = 1.1183e+26 m^-3
normalization integral ln(1+exp(eta)) = 1.31326
mean of (E-mu)/(kB T) = 1.75084
mean square of (E-mu)/(kB T) = 5.38591
variance of E/(kB T) = 2.32047
standard deviation of E = 78.76 meV
sigma = 3.95179e+04 S/m
S = -150.876 microvolt/K
kappa_0 (zero electrochemical force) = 0.94831 W/(m K)
S^2 sigma T = 0.53974 W/(m K)
kappa_e (open circuit) = 0.40857 W/(m K)
kappa_0/kappa_e = 2.3210
unit (kB/e)^2 = 7.42584e-09 V^2/K^2
Lorenz number of example = 1.72315e-08 V^2/K^2
degenerate Lorenz number = 2.44300e-08 V^2/K^2
pi^2/3 = 3.28987
Wavevector-grid Boltzmann solution:
  temperature gradient = 1000 K/m
  kappa at zero electrochemical force = 0.94831 W/(m K)
  short-circuit current density = 5962.2900 A/m^2
  Peltier coefficient = -90.525 mV
  Peltier heat per gradient = 0.53974 W/(m K)
  open circuit, uniform mu: field = -0.15088 V/m, kappa = 0.40857 W/(m K)
  open circuit, uniform density: field = -0.03875 V/m, kappa = 0.40857 W/(m K)
  d mu/dT at fixed density = -112.129 microeV/K
  zero electric field, uniform density: heat coefficient = 0.54718 W/(m K)
  current density in that case = 1531.2065 A/m^2
Scan, Lorenz ratios in (kB/e)^2:
  eta   open-circuit   zero-force   subtracted fraction
   -4.0    2.00454     38.11374     0.947406
   -2.0    2.03172     18.55074     0.890477
    0.0    2.17212      7.80391     0.721662
    1.0    2.32047      5.38591     0.569159
    4.0    2.82052      3.44717     0.181785
   10.0    3.18232      3.29052     0.032881
   40.0    3.28310      3.28987     0.002056
Narrow window centred 2.4 kB T above mu, in (kB/e)^2:
  half-width 0.2 kB T: open-circuit 0.013249, zero-force 5.72019
  half-width 0.1 kB T: open-circuit 0.003328, zero-force 5.75001
Energy-changing collisions, Lorenz ratios in (kB/e)^2:
  memory 0.0: direct 2.32047, variance 2.32047
  memory 0.5: direct 1.16024, subtraction 1.16024, variance 2.32047
  conductivity ratio, memory 0.5 to 0.0: 2.00000
```
